# Meta and para transmission through a Hückel benzene ring: a program that tests the result

```python
# RESULT UNDER TEST: a six-site Huckel ring with one-site contacts has, at the
# carbon on-site energy, transmission T = 0 for meta contacts (sites 0, 2) and
# T = 4 t^2 GL GR / |4 t^2 - SL SR|^2 > 0 for para contacts (sites 0, 3).
# t: hopping; SL, SR: retarded contact self-energies; GL, GR = -2 Im(SL, SR).
# Energies are in eV and measured from the carbon on-site energy.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq

t = -2.5
gamma = 0.5
temperature = 300.0
kT = const.k * temperature / const.e
G0 = 2 * const.e**2 / const.h * 1e6          # microsiemens
sigma = -0.5j * gamma
META, PARA = (0, 2), (0, 3)


def ring(hops, shifts=(0, 0, 0, 0, 0, 0)):
    H = np.diag(np.array(shifts, dtype=float))
    for j in range(6):
        k = (j + 1) % 6
        H[j, k] = H[k, j] = hops[j]
    return H


def transmission(E, H, pair, sL=sigma, sR=sigma):
    a, b = pair
    M = (E * np.eye(6) - H).astype(complex)
    M[a, a] -= sL
    M[b, b] -= sR
    G = np.linalg.inv(M)
    return 4 * sL.imag * sR.imag * abs(G[b, a])**2


H0 = ring([t] * 6)

# Symbolic inverse elements from cofactors, with arbitrary self-energies.
SL, SR, ts = sp.symbols('SL SR t')
h = sp.symbols('h0:6')


def symbolic_element(hops, pair):
    a, b = pair
    M = sp.zeros(6, 6)
    for j in range(6):
        k = (j + 1) % 6
        M[j, k] = M[k, j] = -hops[j]
    M[a, a] -= SL
    M[b, b] -= SR
    minor = M.copy()
    minor.row_del(a)
    minor.col_del(b)
    num = (-1)**(a + b) * sp.expand(minor.det(method='berkowitz'))
    return num, sp.expand(M.det(method='berkowitz'))


num, det = symbolic_element(h, META)
assert num == 0
assert sp.expand(det + (h[0]*h[2]*h[4] + h[1]*h[3]*h[5])**2) == 0
num, det = symbolic_element([ts] * 6, PARA)
assert sp.simplify(num / det - 2*ts / (4*ts**2 - SL*SR)) == 0


# Scattering amplitudes from the Schrodinger equation with chain leads.
def wave_matching(E, H, pair, left, right):
    a, b = pair
    (eL, tauL, vL), (eR, tauR, vR) = left, right
    qL = np.arccos((E - eL) / (2 * tauL))
    qR = np.arccos((E - eR) / (2 * tauR))
    zL, zR = np.exp(1j * qL), np.exp(1j * qR)
    M = np.zeros((8, 8), complex)            # six ring amplitudes, r, s
    rhs = np.zeros(8, complex)
    M[:6, :6] = E * np.eye(6) - H
    M[a, 6] = -vL * zL
    rhs[a] = vL / zL
    M[b, 7] = -vR * zR
    M[6, a] = -vL
    M[6, 6] = (E - eL) * zL - tauL * zL**2
    rhs[6] = -(E - eL) / zL + tauL / zL**2
    M[7, b] = -vR
    M[7, 7] = (E - eR) * zR - tauR * zR**2
    x = np.linalg.solve(M, rhs)
    flux_ratio = tauR * np.sin(qR) / (tauL * np.sin(qL))
    T = abs(x[7])**2 * flux_ratio
    return T, abs(x[6])**2, vL**2 * zL / tauL, vR**2 * zR / tauR


left, right = (0.7, -3.0, -1.1), (-0.4, -2.2, -0.8)
for pair in (META, PARA):
    for E in (-1.3, 0.0, 0.6, 2.1):
        T, R, sL, sR = wave_matching(E, H0, pair, left, right)
        assert abs(T + R - 1) < 1e-11
        assert abs(T - transmission(E, H0, pair, sL, sR)) < 1e-11
T_meta_chain = wave_matching(0.0, H0, META, left, right)[0]
T_para_chain, _, sL, sR = wave_matching(0.0, H0, PARA, left, right)
assert T_meta_chain < 1e-24 and T_para_chain > 1e-3
formula = 16*t**2*sL.imag*sR.imag / abs(4*t**2 - sL*sR)**2
assert abs(T_para_chain - formula) < 1e-12

# Energy-dependent ring elements and the removal of the contacts.
for E in (-3.1, -0.8, 0.3, 1.7):
    w = E / t
    Q = (w**2 - 1) * (w**2 - 4)
    g = np.linalg.inv(E * np.eye(6) - H0)
    g00 = w * (w**2 - 3) / (Q * t)
    assert abs(g[0, 0] - g00) < 1e-11
    for pair, top in ((META, w), (PARA, 2.0)):
        gab = top / (Q * t)
        assert abs(g[pair] - gab) < 1e-11
        D = (1 - g00*sL) * (1 - g00*sR) - gab**2 * sL*sR
        T = 4 * sL.imag * sR.imag * abs(gab / D)**2
        assert abs(T - transmission(E, H0, pair, sL, sR)) < 1e-11

g = np.linalg.inv(-H0)
assert np.allclose(g[0, :4], [0, -1/(2*t), 0, 1/(2*t)], atol=1e-13)

# Main example.
T_meta = transmission(0.0, H0, META)
T_para = transmission(0.0, H0, PARA)
x = gamma**2 / (16 * t**2)
assert T_meta < 1e-24 and abs(T_para - 4*x/(1+x)**2) < 1e-12
strong = -2j * abs(t)
assert abs(transmission(0.0, H0, PARA, strong, strong) - 1) < 1e-12
small = 0.01
law_ratio = transmission(small, H0, META) / (x * small**2 / t**2)
assert abs(law_ratio - 1) < 1e-3

# Contributions of the four distinct ring levels to g at zero energy.
levels, vectors = np.linalg.eigh(H0)
distinct = np.unique(np.round(levels, 8))
parts = {}
for name, pair in (('meta', META), ('para', PARA)):
    terms = -vectors[pair[0]] * vectors[pair[1]] / levels
    parts[name] = np.array([terms[abs(levels - e) < 1e-6].sum()
                            for e in distinct])
    mirror = -1 if name == 'meta' else 1
    assert np.allclose(parts[name], mirror * parts[name][::-1], atol=1e-12)

# Unequal hoppings and one cut bond in the longer arm preserve the zero.
T_unequal = transmission(0, ring([-2.1, -2.9, -2.4, -3, -2.2, -2.6]), META)
T_cut = transmission(0, ring([t, t, t, t, 0, t]), META)
assert T_unequal < 1e-24 and T_cut < 1e-24

# Thermal smearing, linear response, Fermi level at the on-site energy.
nodes, weights = np.polynomial.legendre.leggauss(200)
energies = 30 * kT * nodes
window = 30 * kT * weights / (4 * kT * np.cosh(energies / (2*kT))**2)
assert abs(window.sum() - 1) < 1e-10
thermal = {}
for name, pair in (('meta', META), ('para', PARA)):
    values = np.array([transmission(E, H0, pair) for E in energies])
    thermal[name] = float(window @ values)
thermal_law = x * np.pi**2 * kT**2 / (3 * t**2)
# The next term of the expansion is of relative order 34 (kT/t)^2.
assert abs(thermal['meta'] / thermal_law - 1) < 0.01

# Site-energy shifts.
u = 1e-3 * np.array([0.7, -0.4, 0.9, 0.5, -0.8, 0.3])
g_shift = np.linalg.inv(-ring([t] * 6, u))[0, 2]
assert abs(g_shift - (u[1] - u[3] - u[5]) / (4*t**2)) < 1e-10
site_shift = 0.5
T_contact_shift = transmission(0, ring([t]*6, [0.5, 0, -0.3, 0, 0, 0]), META)
T_site4 = transmission(0, ring([t]*6, [0, 0, 0, 0, site_shift, 0]), META)
T_site1 = transmission(0, ring([t]*6, [0, site_shift, 0, 0, 0, 0]), META)
assert T_contact_shift < 1e-24 and T_site4 < 1e-24
assert abs(T_site1 / (gamma*site_shift/(4*t**2))**2 - 1) < 0.01

# Second-neighbour hopping.
t2 = -0.1
H2 = H0.copy()
for j in range(6):
    k = (j + 2) % 6
    H2[j, k] = H2[k, j] = t2
T_second = transmission(0.0, H2, META)


def meta_minor(E):
    M = E * np.eye(6) - H2
    return np.linalg.det(np.delete(np.delete(M, 0, 0), 2, 1))


node = brentq(meta_minor, -0.5, 1.0)
assert abs(T_second / (gamma*t2/(2*t**2))**2 - 1) < 0.02
assert abs(node + 2*t2) < 0.005 and transmission(node, H2, META) < 1e-18

# Left contact that also touches site 1 with relative amplitude eta.
eta = 0.1
contact = np.array([1, eta, 0, 0, 0, 0])
M = -H0 - sigma * np.outer(contact, contact)
M[2, 2] -= sigma
T_spread = gamma**2 * abs(contact @ np.linalg.inv(M)[:, 2])**2
assert abs(T_spread / (gamma*eta/(2*t))**2 - 1) < 0.01

# Unscreened pi repulsion, restricted mean field of the isolated neutral ring,
# Ohno interaction; the equal diagonal terms only set the energy zero.
U, bond_nm = 11.0, 0.14
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
angles = np.arange(6) * np.pi / 3
xy = bond_nm * np.column_stack((np.cos(angles), np.sin(angles)))
distance = np.linalg.norm(xy[:, None] - xy[None], axis=2)
V = U / np.sqrt(1 + (U * distance / coulomb)**2)


def density(F):
    c = np.linalg.eigh(F)[1][:, :3]
    return 2 * c @ c.T


P = density(H0)
assert np.allclose(np.diag(P), 1)
F = H0 - 0.5 * (P - np.eye(6)) * V
assert np.allclose(density(F), P, atol=1e-10)     # self-consistent
gap_huckel = levels[3] - levels[2]
F_levels = np.linalg.eigvalsh(F)
gap_field = F_levels[3] - F_levels[2]
T_meta_field = transmission(0.0, F, META)
T_para_field = transmission(0.0, F, PARA)
assert T_meta_field < 1e-24 and T_para_field > 1e-5

print(f"hopping t = {t:.2f} eV; each contact width = {gamma:.2f} eV")
print(f"temperature = {temperature:.0f} K; kT = {kT:.5f} eV")
print(f"conductance quantum 2e^2/h = {G0:.3f} uS")
print(f"x = GL GR/(16 t^2) = {x:.5f}")
print(f"g ortho at node = {g[0, 1]:.4f} 1/eV")
print(f"g para at node = {g[0, 3]:.4f} 1/eV")
print("level (eV), contribution to g meta, to g para (1/eV):")
for e, m, p in zip(distinct, parts['meta'], parts['para']):
    print(f"  {e:6.2f}  {m:9.5f}  {p:9.5f}")
print(f"T meta at node (rounding level) = {T_meta:.1e}")
print(f"T para at node = {T_para:.6f}")
print(f"zero-temperature conductance para = {G0*T_para:.4f} uS")
print("chain leads with complex self-energies, E = 0:")
print(f"  SL = {sL:.4f} eV; SR = {sR:.4f} eV")
print(f"  T meta = {T_meta_chain:.1e}; T para = {T_para_chain:.6f}")
print("E (eV), T meta, T para:")
for E in (0.01, 0.1, 0.5, 1.0):
    print(f"  {E:5.2f}  {transmission(E, H0, META):.4e}"
          f"  {transmission(E, H0, PARA):.4e}")
print(f"T meta / quadratic law at {small} eV = {law_ratio:.6f}")
print(f"T meta, unequal hoppings = {T_unequal:.1e}")
print(f"T meta, one bond of longer arm cut = {T_cut:.1e}")
print(f"thermal mean T meta = {thermal['meta']:.4e}")
print(f"thermal law for T meta = {thermal_law:.4e}")
print(f"thermal mean T para = {thermal['para']:.6f}")
print(f"thermal conductance meta = {G0*thermal['meta']*1e6:.2f} pS")
print(f"thermal conductance para = {G0*thermal['para']:.4f} uS")
print(f"thermal para/meta ratio = {thermal['para']/thermal['meta']:.3e}")
print(f"T meta, site 1 shifted by {site_shift} eV = {T_site1:.4e}")
print(f"T meta, site 4 shifted by {site_shift} eV = {T_site4:.1e}")
print(f"T meta, contact sites shifted = {T_contact_shift:.1e}")
print(f"second-neighbour hopping t2 = {t2:.2f} eV")
print(f"  T meta at E = 0: {T_second:.4e}; node at {node:.4f} eV")
print(f"T meta, contact spread eta = {eta}: {T_spread:.4e}")
print(f"mean-field repulsion: U = {U:.1f} eV, bond = {bond_nm:.2f} nm")
print(f"  V at one bond = {V[0, 1]:.3f} eV; across ring = {V[0, 3]:.3f} eV")
print(f"  gap: Huckel {gap_huckel:.3f} eV; mean field {gap_field:.3f} eV")
print(f"  T meta = {T_meta_field:.1e}; T para = {T_para_field:.4e}")
print("checks complete")
```

Output:

```
hopping t = -2.50 eV; each contact width = 0.50 eV
temperature = 300 K; kT = 0.02585 eV
conductance quantum 2e^2/h = 77.481 uS
x = GL GR/(16 t^2) = 0.00250
g ortho at node = 0.2000 1/eV
g para at node = -0.2000 1/eV
level (eV), contribution to g meta, to g para (1/eV):
   -5.00    0.03333    0.03333
   -2.50   -0.06667   -0.13333
    2.50    0.06667   -0.13333
    5.00   -0.03333    0.03333
T meta at node (rounding level) = 0.0e+00
T para at node = 0.009950
zero-temperature conductance para = 0.7709 uS
chain leads with complex self-energies, E = 0:
  SL = -0.0471-0.4006j eV; SR = 0.0264-0.2897j eV
  T meta = 0.0e+00; T para = 0.018395
E (eV), T meta, T para:
   0.01  4.0002e-08  9.9506e-03
   0.10  4.0160e-06  9.9897e-03
   0.50  1.1065e-04  1.1005e-02
   1.00  6.1341e-04  1.5223e-02
T meta / quadratic law at 0.01 eV = 1.000040
T meta, unequal hoppings = 0.0e+00
T meta, one bond of longer arm cut = 0.0e+00
thermal mean T meta = 8.8273e-07
thermal law for T meta = 8.7948e-07
thermal mean T para = 0.009959
thermal conductance meta = 68.39 pS
thermal conductance para = 0.7716 uS
thermal para/meta ratio = 1.128e+04
T meta, site 1 shifted by 0.5 eV = 9.9990e-05
T meta, site 4 shifted by 0.5 eV = 0.0e+00
T meta, contact sites shifted = 0.0e+00
second-neighbour hopping t2 = -0.10 eV
  T meta at E = 0: 1.6051e-05; node at 0.2006 eV
T meta, contact spread eta = 0.1: 9.9985e-05
mean-field repulsion: U = 11.0 eV, bond = 0.14 nm
  V at one bond = 7.513 eV; across ring = 4.659 eV
  gap: Huckel 5.000 eV; mean field 11.561 eV
  T meta = 1.8e-34; T para = 1.5677e-03
checks complete
```
